Why confinement splits silicon valleys on (001) but not (111)

**The size of the effect**

In a silicon well 5 nm wide with impenetrable walls, the lowest levels of the different valleys lie 62.8 meV apart if the walls are (001) planes. If the walls are (111) planes, the separation is zero. The material, the width and the potential are the same; only the direction of confinement relative to the crystal has changed.

These energies follow from parabolic effective-mass theory with rough silicon masses, m_l = 0.92 m_e and m_t = 0.19 m_e, where m_e is the free-electron mass. The conduction band has six minima, two on each cube axis. Around each one the constant-energy surface is an ellipsoid, with the heavy mass m_l along the cube axis and the light mass m_t across it. Confinement energy depends on the mass presented to the walls. On (001) the valleys present two different masses, and on (111) they all present the same one.

The treatment assumes flat interfaces, no strain, no coupling between valleys, and a potential V(z) that is the same for every valley. Spin is not counted in the degeneracies. Impenetrable walls overstate the confinement at a real interface. For a 3.15 eV oxide barrier with an oxide mass of 0.5 m_e, matching g and (1/m)dg/dz, the 5 nm (001) levels become 15.3 and 58.6 meV, a splitting of about 43 meV rather than 62.8 meV.

**From the ellipsoid to the confinement mass**

Let v be the unit vector along a valley's cube axis, and measure the wavevector k from the valley minimum. The part of k along v carries mass m_l and the rest carries m_t:

ε(k) = (ħ²/2) [(k·v)²/m_l + (k² − (k·v)²)/m_t].

Collecting the terms in (k·v)² gives

ε(k) = (ħ²/2) k·W·k,

W = (1/m_t) I + (1/m_l − 1/m_t) v vᵀ,

where I is the unit matrix and W is the inverse mass tensor. Reversing v leaves W unchanged, so opposite valleys behave alike and there are three pairs to compare.

Let n be the unit normal to the walls and z the distance along it. Translation symmetry in the plane conserves the in-plane wavevector q, measured from the projected valley centre. The envelope function is therefore exp(iq·r) f(z), and k becomes q + n k_z with k_z = −i d/dz. Because W is symmetric, the two mixed terms are equal, and

k·W·k = w k_z² + 2b k_z + q·W·q,

w = n·W·n,  b = n·W·q.

The term 2b k_z couples motion along the normal to motion in the plane. Completing the square gives

k·W·k = w (k_z + b/w)² + q·W·q − b²/w.

Now write f(z) = exp(−ibz/w) g(z). Differentiating the phase gives

k_z f = exp(−ibz/w) (k_z − b/w) g,

so (k_z + b/w) f = exp(−ibz/w) k_z g. The shift cancels. The phase commutes with V(z), and f vanishes at a hard wall wherever g does, so the potential and the boundary conditions are unchanged. What remains is a one-dimensional problem for g:

[(ħ²/2) w k_z² + V(z)] g = E_j g.

The confinement mass is therefore m_z = 1/w. Since n·n = 1,

1/m_z = 1/m_t + (n·v)² (1/m_l − 1/m_t).

The full subband energy is

E_j(q) = E_j(m_z) + (ħ²/2) q·S·q,

S = W − (W n)(W n)ᵀ/(n·W·n).

The quantity q·S·q is the smallest value of (q + nκ)·W·(q + nκ) as the real number κ varies, as the completed square shows. For nonzero q the vector q + nκ cannot vanish, and W is positive definite, so q·S·q > 0. Each subband thus has its minimum at q = 0, and the minima of different valleys can differ only through m_z.

**Why the inverse tensor is projected**

At q = 0 the wavevector points along n, and the kinetic energy contracts W with that wavevector. Projecting the mass tensor instead would assume that the velocity points along n. On a tilted ellipsoid the velocity ħW·n k_z also has an in-plane part, although the two opposite travelling waves in a standing wave cancel it on average.

The distinction matters on (111). Projecting the mass tensor gives (m_l + 2m_t)/3 = 0.433 m_e, whereas the correct confinement mass is 0.258 m_e. For the 5 nm well the wrong mass gives 34.7 meV instead of 58.2 meV, about 40% too low.

**Three wall orientations**

For (001), n lies along the z cube axis. The z pair has (n·v)² = 1 and m_z = m_l. The x and y pairs have (n·v)² = 0 and m_z = m_t. The six valleys separate into two and four.

For (111), n = (1, 1, 1)/√3, and (n·v)² = 1/3 for every valley. Hence

1/m_z = 1/m_t + (1/3)(1/m_l − 1/m_t) = (1/3)(1/m_l + 2/m_t),

m_z = 3m_l m_t/(2m_l + m_t) = 0.258 m_e.

All six valleys have the same one-dimensional equation, and so the same whole ladder of subband minima, whatever the common V(z).

For (110), n = (1, 1, 0)/√2. The x and y pairs have (n·v)² = 1/2 and m_z = 0.315 m_e, while the z pair has m_z = 0.19 m_e. The separation is again four and two, but now the four valleys are lower.

The general condition follows from subtracting the inverse confinement masses of valleys on cube axes a and b:

1/m_z,a − 1/m_z,b = (1/m_l − 1/m_t)(n_a² − n_b²).

With m_l ≠ m_t, all the differences vanish only if n_x² = n_y² = n_z². Because these squares add to one, each equals 1/3. The eight sign choices are the ⟨111⟩ directions.

**Why unequal masses must split the levels**

Let λ = 1/m_z and H = (ħ²/2)λk_z² + V(z). For a normalized bound state g, differentiate E = ⟨g|H|g⟩. The terms from the change of g add up to E d⟨g|g⟩/dλ, which is zero. This leaves

dE_j/dλ = (ħ²/2)⟨k_z²⟩ = (ħ²/2) ∫ |dg/dz|² dz > 0.

The integral is positive because a confined state cannot be constant. For levels of equal index j, a heavier confinement mass therefore gives a lower energy in any common confining potential.

**Hard walls**

Between hard walls a distance L apart, the lowest state is a half sine wave with k_z² = π²/L², so

E_1 = ħ²π²/(2m_z L²).

For L = 5 nm and m_z = 0.92 m_e this is 16.35 meV. The other energies follow from the 1/m_z scaling:

(001), x and y valleys: 16.35 × 0.92/0.19 ≈ 79.2 meV.

(111), all valleys: 16.35 × 0.92 × 3.871 ≈ 58.2 meV,

where 3.871 is 1/m_z in units of 1/m_e. On (110) the four lower valleys lie at 47.8 meV and the other two at 79.2 meV, a splitting of 31.4 meV.

The valley splitting is not necessarily the gap to the next subband. Hard-wall energies grow as j², so on (001) the second subband of the heavy pair lies at 4 × 16.35 = 65.4 meV. This is below the first subband of the other four valleys.

**A triangular well**

An interface field F can be modelled by a hard wall at z = 0 and V = eFz for z > 0, where e is the elementary charge. The envelope equation becomes

d²g/dz² = (2m_z/ħ²)(eFz − E) g.

Define ℓ = [ħ²/(2m_z eF)]^(1/3) and ξ = (z − E/eF)/ℓ. Then d²g/dξ² = ξg, whose decaying solution is the Airy function Ai(ξ). The wall requires Ai(−E/(eFℓ)) = 0. If −a_1 is the zero of Ai nearest the origin,

E_1 = a_1 eFℓ = a_1 [ħ²/(2m_z)]^(1/3) (eF)^(2/3).

For F = 10 MV/m, the heavy pair on (001) lies at 37.55 meV. The mass now enters as m_z^(−1/3):

(001), x and y valleys: 37.55 × (0.92/0.19)^(1/3) ≈ 63.5 meV.

(111), all valleys: 37.55 × (0.92 × 3.871)^(1/3) ≈ 57.3 meV.

The (001) splitting is 26.0 meV. The mass dependence is weaker than between hard walls because only part of the energy is kinetic. By the derivative law, E_1 ∝ λ^(1/3) gives a mean kinetic energy λ dE_1/dλ = E_1/3, or 12.5 meV for the heavy pair. The rest is potential energy, whose operator eFz does not contain the mass. Between hard walls all the energy is kinetic. A heavier electron also sits closer to the interface, at a mean distance of 2.5 nm against 4.2 nm. This change of shape does not enter the slope dE_1/dλ, but it matters over the finite step between the masses: with the light electron's envelope held fixed, the heavy mass would give 46.7 meV instead of 37.55 meV.

**What the splitting does to the populations**

A splitting comparable with the thermal energy does not empty the upper valleys. At 300 K the thermal energy k_BT is 25.85 meV, almost equal to the triangular-well splitting. In two dimensions the density of states per valley is proportional to √(m_1 m_2), where m_1 and m_2 are the in-plane masses. On (001) these are m_t and m_t for the heavy-confinement pair, and m_l and m_t for the other four valleys. For a dilute, nondegenerate electron gas, counting the lowest subband of each group,

N_four/N_pair = [4√(m_l m_t)/(2m_t)] exp(−ΔE/k_BT) = 2√(m_l/m_t) exp(−ΔE/k_BT).

The prefactor is 2√(0.92/0.19) ≈ 4.4. For the triangular well the ratio is 4.4 × exp(−26.0/25.85) ≈ 1.6. For the 5 nm hard-wall well it is 4.4 × exp(−62.8/25.85) ≈ 0.39. Higher subbands favour the heavy pair, whose levels are closer together. Including them lowers the ratios to about 1.2 and 0.34, so in the triangular well the upper group still holds more electrons.

**Equal energies do not mean isotropic valleys**

On (111) each valley remains anisotropic in the plane. One principal direction is perpendicular to both v and n. It has no cross term, and its mass is m_t. The other, u, lies in the plane containing v and n. In the basis (n, u) the relevant block of W is a rotated diagonal matrix with determinant 1/(m_l m_t). Therefore

S_uu = (W_nn W_uu − W_nu²)/W_nn = m_z/(m_l m_t),

and the corresponding mass is m_l m_t/m_z = (2m_l + m_t)/3 = 0.677 m_e. Dropping the cross term would give 1/W_uu = 0.403 m_e, about 40% too light. The principal axes differ from one valley pair to the next, but the two mass values and the density of states are the same. In equilibrium each pair holds one third of the electrons.

**Choosing an orientation, and what can spoil it**

To favour two valleys with light, isotropic in-plane mass, use (001) and strengthen the confinement. The splitting grows as 1/L² between hard walls and as F^(2/3) in the triangular well. To keep six valleys available at one energy, use (111). Changing the width or field there moves all six together.

The (111) degeneracy is sensitive to the wall direction. Tilt n by a small angle θ from [111] toward [001]. To first order,

n_z² = 1/3 + (2√2/3)θ,  n_x² = n_y² = 1/3 − (√2/3)θ,

so the difference is √2 θ. Since hard-wall energy is proportional to 1/m_z,

ΔE/E_1 ≈ √2 θ m_z (1/m_t − 1/m_l) ≈ 1.5 θ,

with θ in radians. For the 5 nm well this is about 1.6 meV per degree, with the z pair lower. The estimate treats the tilted wall as flat and leaves out atomic steps.

Strain can add a different energy shift D to each valley pair. If the strain leaves the masses unchanged, the confinement energies on (111) still cancel in the comparison, and the splitting is the difference between the shifts. Coupling between valleys is another omission. If two degenerate valleys are joined by a matrix element Δ, their two-state Hamiltonian has energies E ± |Δ|, so even the lower pair on (001) can split. The parabolic dispersion is itself only approximate, even at 5 nm. Coupling to the second conduction band near the X point (a two-band model with valleys 0.15 × 2π/a from X, where a is the lattice constant, and a k_x k_y term of inverse mass 1/m_t − 1/m_e) leaves the (001) levels unchanged. It lowers the z pair on (110) from 79.2 to about 71 meV, which shrinks that splitting from 31.4 to about 23 meV. It lowers the (111) level from 58.2 to about 54 meV, where the threefold symmetry of the plane keeps all six valleys together. The 1/L² law should not be extended to widths of a few atomic layers.

All numerical values are calculated from the stated model.
